**Oscillator strength of an isotropic donor and its sum rules**

For a donor electron of effective mass $m$ (in free-electron masses), the 1s–2p strength defined with the free mass is $f=(2^{13}/3^9)/m$, which is 2.08 at $m=0.2$. The program asserts this symbolically and on a radial grid for several masses and dielectric constants, and asserts that the intraband strengths add to $1/m=5$. It also diagonalizes a one-dimensional crystal containing a donor: the strengths are 4.961 to the conduction band, −3.972 to the valence band and 0.011 to higher bands, with a total of 1.000. With the valence states filled, adding the donor electron raises the total absorption sum by 1, as asserted. Further calculations size the anisotropic mass and the central-cell potential for rough antimony-in-silicon parameters; both lower the 2p strength substantially. The outer wall of the radial grid raises the printed 3p strength by several percent and lowers the remainder above 3p by about one percent, so neither should be read as the value for a donor in an unbounded crystal.

## Program and output

```python
"""
Result under test: for an isotropic donor of effective mass m (free-electron
masses) the 1s-2p oscillator strength, defined with the FREE mass, is
    f = (2 m0/hbar^2) * dE * |<2p_z|z|1s>|^2 = (2^13/3^9) / m,
independent of the dielectric constant eps. Strengths within the conduction
band add to 1/m; strengths to all bands add to 1, with negative terms to the
valence band. Filled valence states turn these into lost absorption.
Internal units: Rydberg for energy, bohr for length, so 2 m0/hbar^2 = 1.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as C
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, toeplitz
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, lpmv, roots_laguerre

RY = C.value('Rydberg constant times hc in eV') * 1e3      # meV
BOHR = C.value('Bohr radius') * 1e9                      # nm
KINETIC = C.hbar**2 / (2 * C.m_e) / C.e * 1e21            # meV nm^2
mass, eps = 0.2, 11.7

# ---- hydrogenic integral, done symbolically in effective units ----
s = sp.symbols('s', positive=True)
R1s = 2 * sp.exp(-s)
R2p = s * sp.exp(-s / 2) / (2 * sp.sqrt(6))
z_squared = sp.integrate(sp.expand(R1s * R2p * s**3), (s, 0, sp.oo))**2 / 3
f_hydrogen = sp.Rational(3, 4) * z_squared
assert sp.simplify(z_squared - sp.Rational(2**15, 3**10)) == 0
assert sp.simplify(f_hydrogen - sp.Rational(2**13, 3**9)) == 0
z_squared, f_hydrogen = float(z_squared), float(f_hydrogen)

# ---- donor on a radial grid ----
step = 0.6
r = step * np.arange(1, 2501)
core_radius = 5.0


def radial_states(l, m, diel, well=0.0, count=None):
    """Lowest 'count' radial states (all if None), optional short-range well."""
    diagonal = (2 / step**2 + l * (l + 1) / r**2) / m - 2 / (diel * r)
    diagonal = diagonal - well * np.exp(-(r / core_radius)**2)
    off = np.full(len(r) - 1, -1 / (m * step**2))
    if count is None:
        return eigh_tridiagonal(diagonal, off)
    return eigh_tridiagonal(diagonal, off, select='i',
                            select_range=(0, count - 1))


def strengths_from_1s(m, diel, well=0.0, count=None):
    e_s, u_s = radial_states(0, m, diel, well, 1)
    e_p, u_p = radial_states(1, m, diel, well, count)
    return (e_p - e_s[0]) * (u_p.T @ (r * u_s[:, 0]))**2 / 3, e_s[0], e_p


f_grid, e1s, e_p = strengths_from_1s(mass, eps)
f_formula = f_hydrogen / mass
assert abs(f_grid[0] / f_formula - 1) < 1e-3
assert abs(e1s * eps**2 / mass + 1) < 1e-3
assert abs((e_p[0] - e1s) * eps**2 / mass - 0.75) < 1e-3
for m_try, eps_try in ((0.4, 11.7), (0.2, 8.0), (0.3, 15.0)):
    f_try = strengths_from_1s(m_try, eps_try, count=1)[0][0]
    assert abs(f_try * m_try / f_hydrogen - 1) < 3e-3    # grid error
assert np.all(f_grid > -1e-12)
assert abs(f_grid.sum() * mass - 1) < 2e-3


# ---- anisotropic donor: scaled z axis, Laguerre times Legendre basis ----
def anisotropic_donor(m_t, m_l, diel, n_rad=24, n_ang=7):
    """Ground energy and, for z and x light, (2p energy, 2p f, sum of f)."""
    scale, ratio = 1.6 * m_t / diel, m_t / m_l
    t, w = roots_laguerre(45)
    n = np.arange(n_rad)[:, None]
    norm = 1 / np.sqrt((n + 1.0) * (n + 2.0))
    lag = norm * eval_genlaguerre(n, 2.0, t)
    lower = np.where(n > 0, eval_genlaguerre(np.maximum(n - 1, 0), 3.0, t), 0)
    u = t * lag
    du = lag - norm * t * lower - u / 2
    kinetic, centrifugal = (du * w) @ du.T, (lag * w) @ lag.T
    coulomb, position = (lag * w) @ u.T, (u * t * w) @ u.T
    mu, w_mu = np.polynomial.legendre.leggauss(80)
    shape = 1 / np.sqrt(1 - mu**2 + ratio * mu**2)

    def solve(m_z, parity):
        ls = np.arange(parity, 2 * n_ang, 2)
        Y = np.array([math.sqrt((2 * l + 1) / 2 * math.factorial(l - m_z)
                                / math.factorial(l + m_z)) * lpmv(m_z, l, mu)
                      for l in map(int, ls)])
        H = scale**2 / m_t * (np.kron(np.eye(len(ls)), kinetic)
                              + np.kron(np.diag(ls * (ls + 1.0)), centrifugal))
        H -= 2 * scale / diel * np.kron((Y * w_mu * shape) @ Y.T, coulomb)
        energy, vec = eigh(H)
        return Y, energy, vec

    Y0, e0, v0 = solve(0, 0)
    result = []
    for m_z, operator, weight in ((0, math.sqrt(ratio) * mu, 1.0),
                                  (1, np.sqrt(1 - mu**2), 0.5)):
        Y, energy, vec = solve(m_z, 1)
        dipole = np.kron((Y * w_mu * operator) @ Y0.T, position) / scale
        f = weight * (energy - e0[0]) * (vec.T @ (dipole @ v0[:, 0]))**2
        result.append((energy[0], f[0], f.sum()))
    return e0[0], result[0], result[1]


iso = anisotropic_donor(mass, mass, eps)
assert abs(iso[1][1] / f_formula - 1) < 1e-5
assert abs(iso[2][1] / f_formula - 1) < 1e-5
m_t, m_l = 0.19, 0.92
e_an, line_z, line_x = anisotropic_donor(m_t, m_l, eps)
small = anisotropic_donor(m_t, m_l, eps, 18, 5)
assert abs(small[0] / e_an - 1) < 2e-3
assert abs(small[1][1] / line_z[1] - 1) < 5e-3
assert abs(small[2][1] / line_x[1] - 1) < 5e-3
assert m_t / eps**2 < -e_an < m_l / eps**2
assert abs(line_z[2] * m_l - 1) < 5e-3 and abs(line_x[2] * m_t - 1) < 5e-3

# ---- central cell: deepen 1s by the ratio (rough Sb in Si) / (no core) ----
rough_binding = 43.0                                      # meV
deepening = rough_binding / (-e_an * RY)
target = -deepening * mass / eps**2
well = brentq(lambda v: radial_states(0, mass, eps, v, 1)[0][0] - target,
              0.0, 1.0)
f_core, e_core, _ = strengths_from_1s(mass, eps, well)
assert abs(e_core / target - 1) < 1e-6
assert abs(f_core.sum() * mass - 1) < 1e-2                # grid error in core

# ---- one-dimensional crystal with band-edge mass equal to 'mass' ----
lattice = 8.0
G = 2 * np.pi / lattice


def bloch(k, U):
    q = k + G * np.arange(-5, 5)
    energy, c = np.linalg.eigh(np.diag(q**2) + U * (np.eye(10, k=1)
                                                    + np.eye(10, k=-1)))
    return energy, c, q


def inverse_mass(U):
    dk = 3e-4 * G
    e = [bloch(G / 2 + j * dk, U)[0][1] for j in (-1, 0, 1)]
    return (e[0] - 2 * e[1] + e[2]) / (2 * dk**2)


U = brentq(lambda v: inverse_mass(v) - 1 / mass, 0.05 * G**2, 0.4 * G**2)
edge, c, q = bloch(G / 2, U)
others = np.arange(10) != 1
p_edge = c.T @ (q * c[:, 1])
f_edge = 4 * p_edge[others]**2 / (edge[others] - edge[1])
assert abs((1 - f_edge.sum()) * mass - 1) < 1e-3          # k.p mass formula
gap, middle = edge[1] - edge[0], (edge[0] + edge[1]) / 2
band2_top = bloch(0.0, U)[0][1]

x = np.arange(-500.0, 501.0)                              # spacing 1 bohr
d = np.arange(1, len(x))
p2 = toeplitz(np.r_[np.pi**2 / 3, 2.0 * (-1.0)**d / d**2])
donor = -2 / (eps * np.sqrt(x**2 + (eps / mass)**2))
E, psi = np.linalg.eigh(p2 + np.diag(2 * U * np.cos(G * x) + donor))
central = (psi[np.abs(x) < 250]**2).sum(axis=0)
bound = np.where((E > middle) & (E < edge[1]) & (central > 0.9))[0]
g, first = bound[:2]                                     # donor levels
f_all = (E[None, :] - E[:, None]) * (psi.T @ (x[:, None] * psi))**2
to_valence = f_all[g, E <= middle].sum()
to_conduction = f_all[g, (E > middle) & (E <= band2_top)].sum()
to_higher = f_all[g, E > band2_top].sum()
total = f_all[g].sum()
assert abs(total - 1) < 1e-4
assert abs(to_conduction * mass - 1) < 0.05               # nonparabolic band
assert to_valence < 0 and abs(to_valence / f_edge[0] - 1) < 0.05

# Filled states below the donor level, without and with the donor electron
absorb_without = f_all[:g, g:].sum()
absorb_with = f_all[:g + 1, g + 1:].sum()
gained, lost = f_all[g, g + 1:].sum(), f_all[:g, g].sum()
assert abs(absorb_without / g - 1) < 1e-3
assert abs(absorb_with - absorb_without - 1) < 1e-3
assert gained > 1 and lost > 1

# Same donor line from the envelope equation with the effective mass
E_env, psi_env = np.linalg.eigh(p2 / mass + np.diag(donor))
f_env = (E_env[1] - E_env[0]) * (psi_env[:, 1] @ (x * psi_env[:, 0]))**2
f_line = f_all[g, first]
assert f_line > 1 and abs(f_line / f_env - 1) < 0.05

# ---- thermal ionization at the example's doping ----
doping = 1e15                                             # cm^-3
binding = RY * mass / eps**2                              # meV


def ionized_fraction(T):
    kT = C.k * T
    dos = (2 * mass * C.m_e / C.hbar**2)**1.5 / (2 * np.pi**2)
    n_c = dos * kT**1.5 * quad(lambda y: math.sqrt(y) * math.exp(-y),
                               0, 50)[0]
    closed = 2 * (mass * C.m_e * kT / (2 * np.pi * C.hbar**2))**1.5
    assert abs(n_c / closed - 1) < 1e-6
    ratio = n_c * 1e-6 / (2 * doping) * math.exp(-binding * 1e-3 * C.e / kT)
    return 2 * ratio / (ratio + math.sqrt(ratio**2 + 4 * ratio))


# ---- worked example in nm and meV ----
radius = BOHR * eps / mass
transition = 0.75 * binding
dipole = math.sqrt(z_squared) * radius
f_example = transition * dipole**2 / KINETIC
assert abs(f_example / f_grid[0] - 1) < 1e-3

print(f"effective mass (free-electron masses): {mass}")
print(f"dielectric constant: {eps}")
print(f"hbar^2/(2 m0): {KINETIC:.3f} meV nm^2")
print(f"effective Bohr radius: {radius:.3f} nm")
print(f"1s binding energy: {binding:.2f} meV")
print(f"1s-2p transition energy: {transition:.2f} meV")
print(f"dipole length <2p_z|z|1s>: {dipole:.3f} nm")
print(f"squared dipole in effective radii squared: {z_squared:.5f}")
print(f"hydrogen 1s-2p strength: {f_hydrogen:.5f}")
print(f"donor 1s-2p strength, formula: {f_example:.4f}")
print(f"donor 1s-2p strength, radial grid: {f_grid[0]:.4f}")
print(f"donor 1s-3p strength, radial grid: {f_grid[1]:.4f}")
print(f"intraband sum, radial grid: {f_grid.sum():.4f}")
print(f"share of 2p in intraband sum: {f_grid[0] / f_grid.sum():.4f}")
print(f"strength left above 3p: {f_grid[2:].sum():.4f}")
print("-- one-dimensional crystal with a donor --")
print(f"lattice period: {lattice * BOHR:.4f} nm")
print(f"band gap: {gap * RY / 1e3:.3f} eV")
print(f"inverse band-edge mass from curvature: {inverse_mass(U):.4f}")
print(f"inverse mass from k.p sum: {1 - f_edge.sum():.4f}")
print(f"k.p strength, band edge to valence band: {f_edge[0]:.4f}")
print(f"donor binding energy: {(edge[1] - E[g]) * RY:.2f} meV")
print(f"donor strength to conduction band: {to_conduction:.4f}")
print(f"donor strength to valence band: {to_valence:.4f}")
print(f"donor strength to higher bands: {to_higher:.4f}")
print(f"donor strength to all states: {total:.5f}")
print(f"first donor line, full crystal: {f_line:.4f}")
print(f"first donor line, envelope equation: {f_env:.4f}")
print(f"filled states below donor level (one spin): {g}")
print(f"absorption sum without donor electron: {absorb_without:.4f}")
print(f"absorption sum with donor electron: {absorb_with:.4f}")
print(f"absorption gained by donor electron: {gained:.4f}")
print(f"absorption lost by valence electrons: {lost:.4f}")
print("-- neglected effects, rough Sb-in-Si regime --")
print(f"rough transverse and longitudinal masses: {m_t}, {m_l}")
print(f"anisotropic 1s binding: {-e_an * RY:.2f} meV")
print(f"anisotropic 1s-2p0 energy: {(line_z[0] - e_an) * RY:.2f} meV")
print(f"anisotropic 1s-2p+- energy: {(line_x[0] - e_an) * RY:.2f} meV")
print(f"2p0 strength, light along valley axis: {line_z[1]:.3f}")
print(f"2p+- strength, light across valley axis: {line_x[1]:.3f}")
print(f"sum of strengths along axis: {line_z[2]:.3f}")
print(f"sum of strengths across axis: {line_x[2]:.3f}")
print(f"valley-averaged 2p0 strength: {line_z[1] / 3:.3f}")
print(f"valley-averaged 2p+- strength: {2 * line_x[1] / 3:.3f}")
print(f"valley-averaged sum: {(line_z[2] + 2 * line_x[2]) / 3:.3f}")
print(f"rough Sb ground-state binding (input): {rough_binding:.0f} meV")
print(f"central-cell deepening factor: {deepening:.3f}")
print(f"core well radius: {core_radius * BOHR:.3f} nm")
print(f"core well depth: {well * RY / 1e3:.2f} eV")
print(f"isotropic 1s-2p strength with core well: {f_core[0]:.3f}")
print(f"intraband sum with core well: {f_core.sum():.3f}")
print(f"doping: {doping:.1e} cm^-3")
print(f"ionized fraction at 10 K: {ionized_fraction(10.0):.2e}")
print(f"ionized fraction at 77 K: {ionized_fraction(77.0):.3f}")
spacing = doping**(-1 / 3) * 1e7
print(f"mean donor spacing: {spacing:.1f} nm")
print(f"spacing over effective radius: {spacing / radius:.1f}")
print("OK")
```

Output:

```
effective mass (free-electron masses): 0.2
dielectric constant: 11.7
hbar^2/(2 m0): 38.100 meV nm^2
effective Bohr radius: 3.096 nm
1s binding energy: 19.88 meV
1s-2p transition energy: 14.91 meV
dipole length <2p_z|z|1s>: 2.306 nm
squared dipole in effective radii squared: 0.55493
hydrogen 1s-2p strength: 0.41620
donor 1s-2p strength, formula: 2.0810
donor 1s-2p strength, radial grid: 2.0811
donor 1s-3p strength, radial grid: 0.4219
intraband sum, radial grid: 4.9999
share of 2p in intraband sum: 0.4162
strength left above 3p: 2.4970
-- one-dimensional crystal with a donor --
lattice period: 0.4233 nm
band gap: 2.126 eV
inverse band-edge mass from curvature: 5.0000
inverse mass from k.p sum: 5.0000
k.p strength, band edge to valence band: -4.0109
donor binding energy: 26.62 meV
donor strength to conduction band: 4.9611
donor strength to valence band: -3.9719
donor strength to higher bands: 0.0108
donor strength to all states: 1.00000
first donor line, full crystal: 4.3745
first donor line, envelope equation: 4.3787
filled states below donor level (one spin): 126
absorption sum without donor electron: 125.9968
absorption sum with donor electron: 126.9968
absorption gained by donor electron: 4.9719
absorption lost by valence electrons: 3.9719
-- neglected effects, rough Sb-in-Si regime --
rough transverse and longitudinal masses: 0.19, 0.92
anisotropic 1s binding: 29.65 meV
anisotropic 1s-2p0 energy: 18.73 meV
anisotropic 1s-2p+- energy: 23.58 meV
2p0 strength, light along valley axis: 0.669
2p+- strength, light across valley axis: 1.658
sum of strengths along axis: 1.087
sum of strengths across axis: 5.263
valley-averaged 2p0 strength: 0.223
valley-averaged 2p+- strength: 1.106
valley-averaged sum: 3.871
rough Sb ground-state binding (input): 43 meV
central-cell deepening factor: 1.450
core well radius: 0.265 nm
core well depth: 3.56 eV
isotropic 1s-2p strength with core well: 1.050
intraband sum with core well: 5.000
doping: 1.0e+15 cm^-3
ionized fraction at 10 K: 2.56e-05
ionized fraction at 77 K: 0.891
mean donor spacing: 100.0 nm
spacing over effective radius: 32.3
OK
```
